# How polarization charge shifts Schottky barriers and reverses a ferroelectric diode

## The choice that sets the read current

To compute the read current of a ferroelectric diode, one must decide which contact limits the current and what barrier to assign to it. Dividing the polarization charge by the capacitance of the interfacial layer can give a shift above one electronvolt. If interface states exchange electrons with the metal, the same charge may give only a tenth of that. Since current depends exponentially on the barrier, this choice matters more than most details of transport.

A second question is whether reversing the polarization reverses the diode. With unequal electrodes it does so only above a threshold polarization, derived below.

## Geometry and signs

An n-type ferroelectric film of thickness $L$ lies between two metals. The coordinate $x$ runs from left to right, and the uniform polarization $P$ is positive to the right. A layer of thickness $\delta$ and permittivity $\varepsilon_i$ separates the film from each metal. The film has linear background permittivity $\varepsilon_f$, so $D=\varepsilon_fE+P$.

The bound surface charge is $\sigma_b=\mathbf P\cdot\mathbf n$, where $\mathbf n$ points from film to metal:

$$\sigma_{b,L}=-P,\qquad \sigma_{b,R}=+P .$$

The electron barrier $\phi_B$ is the conduction-band edge at the film surface minus the Fermi energy of the adjacent metal. Its value is $\phi_0$ when no potential drops across the layer or in the metal's screening region. Energies are in joules in the formulas and in eV in the example; $q>0$.

The model is one-dimensional, with ionized donors of density $N_D$, nondegenerate electrons and no hole current. Both contacts are depleted, and a neutral region remains between them. The polarization stays fixed during reading.

## From charge to barrier

At either contact, let $z$ point from metal into film. The polarization component along $z$ is $-\sigma_b$. Let $Q_s$ be the charge per area in states at the film surface. Gauss's law there reads

$$(\varepsilon_fE_s-\sigma_b)-\varepsilon_iE_i=Q_s,$$

where $E_s$ and $E_i$ are the fields in the film surface and the layer. The neutral interior has zero field. If the depletion region holds charge $Q_d$ per area, Gauss's law across it gives $0-\varepsilon_fE_s=Q_d$. Therefore

$$\varepsilon_iE_i=-(\sigma_b+Q_d+Q_s).$$

The right side is the charge on the metal, as neutrality requires.

An electron has potential energy $-q$ times the electrostatic potential, so crossing the layer along $z$ raises its energy by $qE_i\delta$. Screening in the metal adds a second drop. For linear screening with length $\lambda$ and permittivity $\varepsilon_m$, the field decays exponentially into the metal from its surface value $\varepsilon_iE_i/\varepsilon_m$. Its integral is $\lambda\varepsilon_iE_i/\varepsilon_m$. Adding the two,

$$\phi_B=\phi_0-\frac{q}{C_i}(\sigma_b+Q_d+Q_s),\qquad
\frac1{C_i}=\frac{\delta}{\varepsilon_i}+\frac{\lambda}{\varepsilon_m}.$$

Positive bound charge lowers the barrier because it lowers the energy of electrons at the film surface.

## Interface states reduce the shift

Suppose the states have constant density $D_s$ per area and energy, are in equilibrium with the metal, and are neutral when filled up to a level $\phi_n$ below the band edge. The metal's Fermi level lies $\phi_B$ below that edge. If $\phi_B>\phi_n$, then $D_s(\phi_B-\phi_n)$ electrons per area are missing, so

$$Q_s=qD_s(\phi_B-\phi_n).$$

Insert this, multiply by $C_i$, and collect the terms in $\phi_B$:

$$(C_i+q^2D_s)\phi_B=C_i\phi_0+q^2D_s\phi_n-q(\sigma_b+Q_d).$$

With $K=C_i+q^2D_s$ this becomes

$$\boxed{\phi_B=\Phi-\frac qK(\sigma_b+Q_d)},\qquad
\Phi=\frac{C_i\phi_0+q^2D_s\phi_n}{K}.$$

A rise of the barrier empties states, and their positive charge opposes the rise. This feedback makes $K$ larger than $C_i$.

Two limits show what the layer and the states each do. Without states, $K=C_i$. If the layer and the screening length then shrink to zero, $C_i$ diverges and the shift vanishes: the metal charge sits against the bound charge and no dipole is left. If states exist but cannot change their occupation after switching, $Q_s$ is constant. A change $\Delta\sigma_b$ then changes the barrier by $-q\Delta\sigma_b/C_i$, apart from the change in $Q_d$.

## The depletion charge

Let $\psi(z)$ be the upward band bending in volts, measured from the neutral interior. Poisson's equation with donors and Boltzmann electrons is

$$\psi''=\frac{qN_D}{\varepsilon_f}\left(1-e^{-q\psi/kT}\right).$$

Multiply by $\psi'$ and integrate from the interior, where $\psi=\psi'=0$:

$$\frac{\psi'^2}{2}=\frac{qN_D}{\varepsilon_f}
\left[\psi-\frac{kT}{q}\left(1-e^{-q\psi/kT}\right)\right].$$

At a depleted surface the exponential is negligible. Let $y=\psi_s-kT/q$, where $\psi_s$ is the surface bending. Since $Q_d=\varepsilon_f|\psi'|$,

$$Q_d=\sqrt{2q\varepsilon_fN_Dy}.$$

A reverse voltage $V_r$ places the metal's Fermi level $qV_r$ above that of the film interior. The interior band edge is $\xi=kT\ln(N_C/N_D)$ above the film's Fermi level, with $N_C$ the effective density of states. Hence

$$\psi_s=\frac{\phi_B-\xi}{q}+V_r .$$

Substituting the barrier formula gives

$$y+\sqrt{2V_Ky}=A,\qquad V_K=\frac{qN_D\varepsilon_f}{K^2},$$

$$A=\frac{\Phi-\xi-kT}{q}+V_r-\frac{\sigma_b}{K}.$$

This is quadratic in $\sqrt y$. The non-negative root is $\sqrt y=-\sqrt{V_K/2}+\sqrt{V_K/2+A}$, and squaring it yields

$$y=A+V_K-\sqrt{V_K^2+2V_KA}.$$

The barrier follows from $\phi_B=q(y-V_r)+kT+\xi$. The solution requires $y$ well above $kT/q$. If a large positive $\sigma_b$ removes the depletion, electrons accumulate and this part of the theory fails.

## Current through one contact

Let $F$ be the electron quasi-Fermi energy and $\mu$ the mobility. With $n=N_Ce^{(F-E_C)/kT}$, the conventional current density is

$$J=\mu n\frac{dF}{dx}
=\mu N_CkT\,e^{-E_C/kT}\frac{d}{dx}e^{F/kT}.$$

At the left contact, measure energies from the left metal's Fermi level. A forward voltage $V_1$, left metal positive relative to the film, makes $F=qV_1$ in the interior. Integrating across the depletion region gives

$$e^{qV_1/kT}-e^{F(0)/kT}=\frac{J}{\mu N_CkT}\int e^{E_C/kT}dx .$$

Exchange with the metal gives the boundary condition

$$J=qv_RN_Ce^{-\phi_L/kT}\left(e^{F(0)/kT}-1\right),\qquad
v_R=\sqrt{\frac{kT}{2\pi m}} .$$

Here $v_R$ converts density to one-way thermal flux for mass $m$. Solving this for $e^{F(0)/kT}-1$ and adding the two relations eliminates $F(0)$:

$$J=S_L\left(e^{qV_1/kT}-1\right),\qquad
S=qN_Cv\,e^{-\phi_B/kT},$$

$$\frac1v=\frac1{v_R}+\frac1{v_D},\qquad
\frac1{v_D}=\frac q{\mu kT}\int e^{(E_C-\phi_B)/kT}dx .$$

Near the surface $E_C\simeq\phi_B-q|E_s|x$. The integral is then $kT/(q|E_s|)$, so $v_D\simeq\mu|E_s|$. The next term in the band edge is $+q^2N_Dx^2/(2\varepsilon_f)$. Expanding its exponential to first order multiplies the integral by $1+kT/(2qy)$. The simple $v_D$ is therefore slightly too large.

## Two contacts in series

Let $V$ be the left minus the right electrode potential. For $V>0$ the left contact is forward biased by $V_1$ and the right is reverse biased by $V_2$, with $V=V_1+V_2$ if the drop in the neutral film is negligible. Reflecting the one-contact law gives, at the right,

$$J=S_R\left(1-e^{-qV_2/kT}\right).$$

Thus $e^{qV_1/kT}=1+J/S_L$ and $e^{-qV_2/kT}=1-J/S_R$. Dividing the first by the second eliminates the split:

$$e^{qV/kT}\left(1-\frac J{S_R}\right)=1+\frac J{S_L},$$

$$J=\frac{S_LS_R(e^{qV/kT}-1)}{S_R+S_Le^{qV/kT}} .$$

The same expression holds for negative $V$. The values of $S$ belong to the actual voltage split, since the surface fields depend on it.

At large positive bias $J\to S_R$; at large negative bias $J\to-S_L$. The reverse-biased contact sets the current. Positive saturation requires $S_Le^{qV/kT}\gg S_R$. When the left barrier is the higher one, the bias must exceed roughly $(\phi_L-\phi_R)/q$ by several $kT/q$. Below that, the high forward-biased barrier still limits the current.

## When the asymmetry reverses

In saturation,

$$\frac{J(+V)}{|J(-V)|}\simeq\frac{v_{R,c}}{v_{L,c}}
\exp\left(\frac{\phi_L-\phi_R}{kT}\right),$$

where $v_{R,c}$ and $v_{L,c}$ are the velocities $v$ at the right and left contacts, each when reverse biased. With equal $C_i$ (layer and metal screening), $D_s$ and $\phi_n$ at both contacts, and apart from small depletion terms,

$$\phi_L-\phi_R=\frac{C_i}{K}(\phi_{0L}-\phi_{0R})+\frac{2qP}{K}.$$

With identical electrodes the first term vanishes, and the easy direction of conventional current is along $P$. For $P$ to the right, the right barrier is low, and at positive bias the right metal injects electrons over it.

With unequal electrodes the two terms cancel at one polarization. There $\Phi-q\sigma_b/K$ is the same at both contacts, so both have the same $A$ at equal reverse voltage. The device is then symmetric, depletion terms included. Reversing $P$ thus reverses the asymmetry when

$$\boxed{|P|>P_c=\frac{C_i|\phi_{0L}-\phi_{0R}|}{2q}} .$$

The state density cancels because it weakens the electrode difference and the polarization shift by the same factor. This cancellation needs contacts that differ only in $\phi_0$. Different metals usually differ in $\lambda/\varepsilon_m$ as well, and then the threshold depends on $D_s$. If the neutral levels differ, $C_i(\phi_{0L}-\phi_{0R})$ is replaced by $C_i(\phi_{0L}-\phi_{0R})+q^2D_s(\phi_{nL}-\phi_{nR})$; with the parameters of the example below, a difference of only 0.04 eV in $\phi_n$ moves the threshold from 1.7 to 4.9 uC/cm2. Below $P_c$, switching changes the size of the asymmetry but not its direction. Away from cancellation, the contact with larger $A$ has smaller $S$: the exponential outweighs the $\sqrt y$ growth of the drift velocity once $y>kT/(2q)$.

## Worked example: barriers

Take a 1000 nm film at 300 K with rough barium-titanate-like values: $P=26$ uC/cm2, relative permittivity 100, mobility 1 cm2/Vs and $N_D=10^{17}$ cm$^{-3}$. The layer is 0.40 nm thick with relative permittivity 10. The metal has $\lambda=0.05$ nm and relative permittivity 4. The contacts have $D_s=10^{15}$ cm$^{-2}$ eV$^{-1}$, $\phi_n=0.70$ eV, $\phi_{0L}=0.80$ eV and $\phi_{0R}=0.60$ eV.

These give $C_i=0.1687$ F/m2 and $q^2D_s=1.602$ F/m2, so $K=1.771$ F/m2. With $P=0.26$ C/m2, the shift per contact is

$$\frac{P}{K}=\frac{0.26}{1.771}\ \mathrm V=0.147\ \mathrm V,$$

or 0.147 eV. With frozen states it would be $0.26/0.1687=1.54$ V. That exceeds $\Phi/q$, so the depleted-contact theory could not describe the positively charged side.

The weighted barriers are $\Phi_L=0.7095$ eV and $\Phi_R=0.6905$ eV. For $P$ to the right, the left barrier is $0.7095+0.1468=0.8563$ eV before the depletion correction. A numerical solution of Poisson's equation through both metals, both layers and the film gives 0.854 eV at left and 0.542 eV at right. For $P$ to the left it gives 0.561 and 0.835 eV. The depletion charge accounts for the difference of roughly 2 meV from $\Phi-q\sigma_b/K$. The full barrier formula agrees with the numerical barriers to 0.04 meV.

That agreement includes two cases without states, at $P=2.0$ uC/cm2. The bound charge alone would raise the left barrier by $0.020/0.1687=0.119$ eV; the computed rise is 0.092 eV. Here $y=0.892-0.143-0.026=0.723$ V, which gives $Q_d=4.5\times10^{-3}$ C/m2 and a lowering of 0.027 eV. This closes the difference. With $\delta$ and $\lambda$ both reduced a hundredfold, the rise is only 0.0009 eV.

## Worked example: currents

The numerical currents, from integrating the drift-diffusion equation across the computed bands, are:

| $P$ | $J$ at −0.6 V (A/cm2) | $J$ at +0.6 V (A/cm2) |
|---|---:|---:|
| right | $-1.24\times10^{-9}$ | $1.52\times10^{-4}$ |
| left | $-7.62\times10^{-5}$ | $2.57\times10^{-9}$ |

The ratio $J(+V)/|J(-V)|$ changes from $1.2\times10^5$ to $3.4\times10^{-5}$. To trace the first value, use the zero-bias barriers:

$$\exp\left(\frac{0.8539-0.5418}{0.02585}\right)\simeq1.75\times10^5 .$$

The surface fields supply the remaining factor. At +0.6 V the forward contact takes 0.321 V, leaving 0.279 V across the right contact, where $y\simeq0.65$ V. At −0.6 V nearly all the voltage falls at the left contact, where $y\simeq1.28$ V. Since $v_D\propto\sqrt y$, the velocity ratio is about $\sqrt{0.65/1.28}=0.71$, and the product is $1.2\times10^5$.

At +0.3 V with $P$ to the right, the current is $4.3\times10^{-5}$ A/cm2, less than a third of its value at +0.6 V. The bias is still below the barrier difference of 0.312 V, so the easy direction has not saturated.

Over both polarizations and biases of ±0.3 and ±0.6 V, the current formula differs from the numerical current by at most 3.6 percent of the latter. It is always the larger of the two in these eight cases, as the curvature correction predicts. At +0.3 V with $P$ to the right, $y\simeq0.39$ V at the right contact, and $kT/(2qy)$ is about 3 percent.

The reversal threshold is

$$P_c=\frac{0.1687\times0.20}{2}\ \mathrm{C/m^2}
=0.0169\ \mathrm{C/m^2}=1.7\ \mathrm{uC/cm^2}.$$

With $P$ to the left at half this value, the numerical ratio is 1.43, still the direction favoured by the electrodes. At 1.5 times the threshold it is 0.70. The full polarization lies far above the threshold.

## Corrections and operating limits

The following estimates are for $P$ to the right at ±0.6 V. With an optical relative permittivity of 5.8, image-force lowering is 0.035 eV at the contact limiting positive current and 0.041 eV at the one limiting negative current; for electrons slow enough that the lattice responds, a relative permittivity of 100 would give only 0.008 and 0.010 eV. If emission alone limited the currents, they would rise 3.8 and 4.9 times, and the rectification ratio would change by a factor of 0.78. Drift is the main limitation here, and the rounded barrier top makes both increases smaller. For emission-limited contacts, tunnelling through a triangular barrier, with full transmission above it, would multiply the currents by 1.35 and 1.46. The output calls these upper factors, but they are not upper limits when drift dominates: tunnelling electrons also bypass part of the drift region, so the increase can be larger. Adding tunnelling as a distributed source in the drift equation gives about 1.5 and 1.7 for a transparent layer, and about 1.2 and 1.3 with the layer transmission found next.

The layer may also impede electrons. If its band edge lies 1.0 eV above that of the film, its transmission is about 0.016 for positive and 0.017 for negative bias. The currents fall only to 0.48 and 0.42 of their former values, because drift through the film, rather than emission, was the main limitation. The offset is an assumption; a higher or thicker layer would reduce the current further.

Tripling the electron mass raises the positive current 4.9 times, mainly through $N_C$, but changes the rectification by about one percent. The ratio $N_D/N_C=0.004$ supports nondegenerate statistics. At 350 K, with polarization and contact parameters held fixed, the rectification ratio falls from $1.2\times10^5$ to $2.2\times10^4$.

The largest layer field is 4.6 MV/cm, high enough that breakdown and charge injection need separate examination. The largest film field is 0.068 MV/cm, against a rough coercive field of 0.10 MV/cm. It occurs at the left contact at −0.6 V with $P$ to the right, where it opposes the polarization. This coercive field is an assumption, and a high one for so thick a film: it is more than half of the intrinsic Landau estimate for barium titanate, about 0.16 MV/cm, and coercive fields usually fall as films get thicker. The opposing field at this contact is already 0.050 MV/cm at zero bias. A fixed polarization near the high-barrier contact is therefore assured only if the actual coercive field is well above 0.07 MV/cm.

## Relation to a real device

The polarization is a rough room-temperature value for barium titanate. The permittivity, mobility and donor density are plausible orders of magnitude that depend strongly on strain and defects. A mobility of 1 cm2/Vs with the free-electron mass implies a mean free path of about 0.07 nm, less than a lattice constant, so free band motion is not a faithful picture. The drift-limited result needs only $\mu$ and a density of states, but $v_R$, $N_C$ and the tunnelling estimates, which use a free mass, are rough. The state density is deliberately high. Moving the barrier by 0.29 eV between the two polarizations requires about $3\times10^{14}$ electrons per cm2 to enter or leave the states. Whether they can follow a switching pulse is the most consequential assumption: reversing $P$ changes the bound charge by $2P$, which moves each barrier by 0.29 eV if they follow and nominally by $2P/C_i$, or 3.1 eV, if they do not. That second value lies outside the model: at the contact that turns positive, electrons accumulate to degenerate density and reduce the shift, and at the other the barrier would exceed the band gap of about 3.2 eV, so holes would matter. Mobile defects or adsorbed charge can also compensate the polarization and reduce the shift.

The film is thick for a memory device. If the depletion regions are given sharp edges, they together occupy up to 582 nm in the eight biased cases at full polarization, leaving at least 418 nm between them. The real edges are gradual: the net charge decays over a Debye length of 38 nm, so the part that is very nearly neutral is considerably narrower. Switching the whole film would need a voltage far above the read bias, so that the field also reaches the middle. A 100 nm film with the same doping would be fully depleted, and its two contacts could not be treated separately. Finally, the blocking current of order $10^{-9}$ A/cm2 is so small that leakage along defects could exceed it. In that case the measured rectification would be lower than the model's, even if the barriers were correct.

The numerical output below lists the remaining values.

## Values computed for the example and the checks

```
Film: 1000 nm; donors 1.0e+17 cm^-3; T 300 K
Mobility 1.0 cm2/Vs; electron mass 1.0 m_e
Relative permittivity: film 100, layer 10, metal 4
Layer 0.40 nm; metal screening length 0.05 nm
Polarization 26.0 uC/cm2; states 1.0e+15 cm^-2 eV^-1
Zero-drop barriers L, R: 0.80, 0.60 eV; neutral depth 0.70 eV
Thermal energy 0.02585 eV; N_C 2.509e+19 cm^-3
Bulk band edge above Fermi level 0.1428 eV
C_i 0.1687 F/m2; state capacitance 1.6022 F/m2; K 1.7708 F/m2
Phi L, R: 0.7095, 0.6905 eV
Polarization shift per contact: 0.1468 eV; frozen-state value 1.542 eV
P right, zero bias, numerical barriers L, R: 0.8539, 0.5418 eV
P left, zero bias, numerical barriers L, R: 0.5608, 0.8348 eV
Largest equilibrium barrier error 0.0392 meV
No-state test at 2.0 uC/cm2: left shift 0.0917 eV; layer/100 0.00093 eV
P right, -0.6 V: J law -1.254e-09, numerical -1.241e-09 A/cm2; forward drop 0.0000 V
P right, -0.3 V: J law -1.083e-09, numerical -1.069e-09 A/cm2; forward drop 0.0000 V
P right, +0.3 V: J law 4.498e-05, numerical 4.340e-05 A/cm2; forward drop 0.2875 V
P right, +0.6 V: J law 1.551e-04, numerical 1.520e-04 A/cm2; forward drop 0.3207 V
P left, -0.6 V: J law -7.766e-05, numerical -7.619e-05 A/cm2; forward drop 0.2831 V
P left, -0.3 V: J law -4.261e-05, numerical -4.120e-05 A/cm2; forward drop 0.2670 V
P left, +0.3 V: J law 2.240e-09, numerical 2.210e-09 A/cm2; forward drop 0.0000 V
P left, +0.6 V: J law 2.598e-09, numerical 2.572e-09 A/cm2; forward drop 0.0000 V
Largest current error 3.64 percent; body-level error 0.468 meV
J(+0.6 V)/|J(-0.6 V)|: P right 1.224e+05, P left 3.376e-05
Reversal threshold 1.687 uC/cm2
Ratio, P left at 0.5 and 1.5 threshold: 1.4305, 0.6994
Narrowest neutral middle 417.9 nm; Debye length 37.8 nm
Neglected effects; +/- refer to read bias with P right:
Image lowering +, -: 0.0347, 0.0411 eV; ratio factor 0.780
Barrier-top tunnelling upper factors +, -: 1.346, 1.461
Layer transmission at 1.0 eV offset +, -: 0.0159, 0.0173
Resulting current factors +, -: 0.476, 0.416
Degeneracy measure N_D/N_C: 0.00398
Largest layer field 4.568 MV/cm
Largest film field 0.0682 MV/cm; rough coercive field 0.10 MV/cm
Law ratio P right: 300 K 1.237e+05; 350 K 2.173e+04
Mass 3 m_e: + current factor 4.946; rectification 1.221e+05
Neutral-film voltage at +0.6 V: upper estimate 9.68e-07 V
```
